# Does a scissor-corrected host gap fix the shift of defect levels?

## Question

I am computing defect levels in a wide-gap gate oxide. My semilocal functional gives a host gap of about 4 eV, and a better calculation of the perfect crystal opens it by about 1.8 eV. A second calculation of that quality for the defect supercell is expensive. Can I take the semilocal defect level and correct it with the known gap opening, either by keeping its distance from one band edge or by projecting the defect state on the host bands? If not, what information is missing?

## Answer

The gap opening is one number, and the shift of a defect level depends on several. What is missing is how the opening is shared between the two band edges, which states the defect orbital is made of, and the correction of any localized orbital that the host bands do not contain.

### What enters the shift

Let $H_0$ be the semilocal one-electron Hamiltonian and $D$ the static self-energy correction, at fixed geometry. The valence edge moves by $\delta_v$, the conduction edge by $\delta_c$, and the gap opens by $G=\delta_c-\delta_v>0$. Let $s$ be the shift of the defect level measured from the valence edge: its absolute shift minus $\delta_v$.

For a normalized, isolated level $\psi_\lambda$ of $H_0+\lambda D$, the Hellmann–Feynman theorem gives $d\varepsilon/d\lambda=\langle\psi_\lambda|D|\psi_\lambda\rangle$, so

$$s=\int_0^1\langle\psi_\lambda|D|\psi_\lambda\rangle\,d\lambda-\delta_v .$$

To first order, $\psi_\lambda$ is replaced by the semilocal state $\psi$. Split the orbital space into host valence states, host conduction states and one added localized orbital $L$. The weights of $\psi$ satisfy $w_v+w_c+w_L=1$. If $D$ acts as a constant in each part, with no coupling between them,

$$\langle\psi|D|\psi\rangle=w_v\delta_v+w_c\delta_c+w_L\delta_L .$$

Inserting $w_v=1-w_c-w_L$ and subtracting $\delta_v$ gives

$$s\simeq w_cG+w_L(\delta_L-\delta_v).$$

If $w_L=0$ and the corrections keep their host values on the defect's sites, a scissor works at this order, but you still need $w_c$. A filled level built from conduction states, as in many oxygen vacancies, breaks the second condition: its sites are fuller than in the host, so the correction on them is different. If $w_L$ is large, the host gap says little about $s$, because $\delta_L$ is not a property of the host.

### A limit on every scissor recipe

Keeping the level at a fixed distance from the valence edge, moving it with the conduction edge, scaling it with the gap and projecting it on the bands, with one correction for all valence and one for all conduction states, all use a correction of the form $\delta_v+GQ$, where the eigenvalues of $Q$ lie between 0 and 1. The expectation value of $H_0+GQ$ in any normalized state then lies between that of $H_0$ and that of $H_0+G$. By the min–max principle the same holds for the $n$th eigenvalue:

$$\varepsilon_n(H_0)\le\varepsilon_n(H_0+GQ)\le\varepsilon_n(H_0)+G .$$

The constant $\delta_v$ drops out of the distance to the valence edge, so $0\le s\le G$. A true shift outside this window cannot be reproduced by any such $Q$. A projection with a separate correction for each band is not bound by the window, since deeper valence states can move down by more than the edge, but it needs more than $G$ as input.

### Why the corrections differ

A simple orbital-dependent correction is the extended Hubbard form used in DFT+U+V. For one spin, with real density matrix $P$ and one orbital per site,

$$E=\tfrac12\sum_iU_iP_{ii}-\tfrac12\sum_{ij}W_{ij}P_{ij}^2,\qquad W_{ii}=U_i .$$

Varying $P$ gives $\delta E=\tfrac12\sum_iU_i\,\delta P_{ii}-\sum_{ij}W_{ij}P_{ij}\,\delta P_{ij}$, hence

$$D_{ij}=W_{ij}\left(\tfrac12\delta_{ij}-P_{ij}\right).$$

If $W_{ij}$ had the same value $U$ for all pairs, then $D=U(\tfrac12-P)$. Filled states would move by $-U/2$ and empty ones by $+U/2$, with unchanged orbitals: a pure scissor with $G=U$. With a short-ranged $W$, the correction depends on where an orbital sits and how full its sites are.

**Host edges.** Take a cubic crystal with cation sites A at energy $+m$, anion sites B at $-m$, and nearest-neighbour hopping $-t$. With $f=2t(\cos k_x+\cos k_y+\cos k_z)$ (unit site spacing), the Bloch Hamiltonian and its bands are

$$H_k=\begin{pmatrix}m&-f\\-f&-m\end{pmatrix},\qquad \varepsilon=\pm\sqrt{m^2+f^2}.$$

The edges lie at $f=0$, where the conduction state is purely on A and the valence state purely on B. The nearest-neighbour part of $D$ is proportional to the same cosine sum and vanishes there. One filled state per A–B pair and spin means $n_A+n_B=1$, so

$$\delta_c=U_A(\tfrac12-n_A),\qquad \delta_v=U_B(\tfrac12-n_B)=-U_B(\tfrac12-n_A),$$

$$G=(U_A+U_B)(\tfrac12-n_A).$$

At fixed $P$, exchanging $U_A$ and $U_B$ leaves $G$ unchanged and alters $\delta_v$.

**Localized orbital.** An isolated orbital at energy $a$ with repulsion $U_L$ has total energies $0$, $a$ and $2a+U_L$ for zero, one and two electrons. Starting from one electron, the removal level is $a$ and the addition level is $a+U_L$. A spin-averaged mean field with half an electron per spin puts a single level at $a+U_L/2$. The filled spin level therefore needs $-U_L/2$ and the empty one $+U_L/2$, in the same charge state of the same defect. This is what $D_{LL}=U_L(\tfrac12-n_L)$ gives for $n_L=1$ and $n_L=0$. These sizes assume a spin-averaged starting point, as do the interstitial numbers below. A spin-polarized semilocal calculation already splits the two levels in part, so the remaining corrections are smaller and unequal: for the Li atom in LDA, with $U/2\approx2.4$ eV, they are about $-2.2$ and $+1.5$ eV.

To see whether this survives coupling to other orbitals, I joined such an orbital, with $U_L=4$ eV and its mean-field level at zero, to one orbital at $-4$ eV and one at $+4$ eV through a hopping of 0.4 eV. Exact diagonalization of the interacting cluster gives removal and addition levels at $\mp1.90$ eV; the one-electron correction gives $\mp1.91$ eV. This supports the correction for weak coupling to distant levels; stronger coupling or closer bands make it less accurate. With the outer orbitals at $-3.22$ and $+2.57$ eV and a hopping of 0.5 eV, closer to the interstitial treated below, the addition level is off by 0.10 eV.

### Three defects in one host

Take $m=2$, $t=0.7$, $U_A=1.4$, $U_B=3.0$ and a nearest-neighbour interaction of 0.5, all in eV, in a periodic cell of 512 sites. The semilocal gap is 4.00 eV and $n_A=0.0919$, so $\tfrac12-n_A=0.4081$ and

$$\delta_c=1.4\times0.4081=0.57\ \text{eV},\qquad \delta_v=-3.0\times0.4081=-1.22\ \text{eV}.$$

Thus $G=1.80$ eV and the corrected gap is 5.80 eV. Even the host is not shifted rigidly: the bottom of the valence band moves by $-1.05$ eV.

**Host-derived traps.** Raising one anion site by 0.6 eV creates a filled level 0.29 eV above the valence edge, with $w_c=0.001$. Its shift is $s=0.08$ eV. Lowering one cation site by 0.6 eV creates an empty level 0.29 eV below the conduction edge, with $w_c=0.999$ and $s=1.74$ eV. Each follows its parent edge to within 5% of $G$; with a site change of 1.2 eV the departures grow to 10% and 6.5%, although $w_c$ is still 0.006 and 0.994. Relative to the small trap depths the error is larger: the depths grow from 0.29 eV to 0.36 and 0.34 eV, respectively.

**Localized orbital.** Now put an orbital with $U_L=4$ eV at an interstitial site, coupled to its eight neighbours by a hopping of 0.25 eV and the same 0.5 eV intersite interaction, and holding one electron. Its semilocal level is 2.09 eV above the valence edge, with $w_c=0.016$ and $w_L=0.942$. The corrections on the orbital are $\delta_L=-1.94$ eV for the filled spin and $+1.83$ eV for the empty one. The first-order formula gives

$$s_{\rm filled}\simeq0.016(1.796)+0.942(-1.937+1.224)\simeq-0.64\ \text{eV},$$

$$s_{\rm empty}\simeq0.016(1.796)+0.942(1.831+1.224)\simeq2.91\ \text{eV}.$$

Diagonalizing $H_0+D$ gives $-0.67$ and $2.94$ eV. Both lie outside the window from 0 to 1.80 eV, on opposite sides. Projection recipes, with $H_0+GQ$ diagonalized, give 0.02 eV if $L$ is moved with the valence states and 1.75 eV if it is moved with the conduction states; the weights alone give $w_cG=0.03$ eV and $(w_c+w_L)G=1.72$ eV.

With the host held fixed, changing $U_L$ changes the answer:

| $U_L$ (eV) | $s$ filled (eV) | $s$ empty (eV) |
|---|---|---|
| 1.0 | 0.71 | 1.65 |
| 2.5 | 0.02 | 2.31 |
| 4.0 | −0.67 | 2.94 |

At $U_L=2.5$ eV the filled level happens to agree with the first projection recipe. That does not validate the recipe, since the empty level of the same defect is outside the window.

### Do total-energy differences avoid the problem?

They change it. Add the defect electron with frozen orbitals, $P\to P+\rho$ with $\rho_{ij}=\psi_i\psi_j$. Expanding the quadratic energy,

$$\Delta E=\sum_{ij}D^{\rm empty}_{ij}\rho_{ij}-\tfrac12\sum_{ij}W_{ij}\rho_{ij}^2 .$$

Since $D^{\rm filled}_{ij}=D^{\rm empty}_{ij}-W_{ij}\rho_{ij}$, this is

$$\Delta E=\tfrac12\langle\psi|D^{\rm empty}+D^{\rm filled}|\psi\rangle .$$

For a compact orbital the two terms nearly cancel; here $\Delta E=-0.09$ eV. For an extended band-edge state the $\rho^2$ term vanishes as the crystal grows, so the edge keeps its full correction $\delta_v$. The total-energy level therefore moves relative to the valence edge by

$$\Delta E-\delta_v=-0.09+1.22=1.13\ \text{eV}.$$

Exchanging $U_A$ and $U_B$ at fixed $P$ leaves $G=1.80$ eV but makes $\delta_v=-0.57$ eV, and this shift falls to 0.52 eV. The filled eigenvalue's shift becomes $-1.25$ eV. Even for total energies you need the edge correction itself, on a potential reference shared with the defect cell.

The 1.13 eV is to be added to the semilocal total-energy level, not to the eigenvalue at 2.09 eV. The relations above also give $\Delta E=\langle\psi|D^{\rm filled}|\psi\rangle+\tfrac12\sum_{ij}W_{ij}\rho_{ij}^2$, and the last term is 1.80 eV here. The two routes agree when the starting level lies this much below the eigenvalue, as $a$ lies $U_L/2$ below $a+U_L/2$ for the isolated orbital: $2.09-1.80+1.13\simeq1.43$ eV. This holds for frozen orbitals. If the starting energy carries this same $\rho^2$ term and the removed orbital is allowed to relax among the filled states, the starting level rises from 0.30 to 0.75 eV and the shift needed to reach 1.43 eV falls to 0.68 eV.

The same term matters for the host-derived traps, which have a weight of 0.68 on the changed site. For the anion trap $\tfrac12U_B(0.68)^2\simeq0.7$ eV, and its total-energy level moves by 0.80 eV relative to the valence edge. That of the cation trap moves by $-0.40$ eV relative to the conduction edge. Both are frozen-orbital values, and the starting levels they imply lie inside the bands, 0.43 eV below the valence edge and 0.05 eV above the conduction edge. A carrier allowed to relax in the starting energy spreads out instead, and the shifts fall to about 0.3 and $-0.23$ eV.

### How this relates to a real gate oxide

The gaps are in the rough range of hafnium dioxide: about 4 eV in semilocal calculations and somewhat below 6 eV in reality. The interactions are round model values, and the real oxide has several orbitals per atom and lower symmetry, so the levels above are not predictions for it. The assumption that matters most among those sized here is fixed geometry. With a rough Huang–Rhys factor of 10 and a 50 meV phonon, relaxation after a charge change releases $10\times0.05=0.5$ eV. If both charged states relax by this amount, the removal level rises from 1.43 to 1.93 eV above the valence edge, and the addition level deepens from 0.76 to 1.26 eV below the conduction edge. For a unit charge in a 1.6 nm cubic supercell with relaxed ions and a static permittivity of 20, the image-charge error is about 0.06 eV. With the ions held fixed, only the electronic permittivity screens the charge; for a rough value of 5 the error is four times larger, about 0.3 eV. Heating from 300 to 400 K at a rough 0.3 meV/K narrows the gap by 0.03 eV.

Iterating $P$ to self-consistency within $D$ gives $G=1.93$ eV and shifts of $-0.61$ and $3.14$ eV, still outside the window. A 216-site cell changes neither interstitial shift at the digits quoted. Hartree feedback and dynamical screening in the crystal are left out and not sized.

### What to do in your case

Project the defect state on the host valence and conduction bands first, and also on atomic orbitals at the defect site. The second projection is needed because in a complete basis, such as plane waves, the host bands together contain every orbital, so a localized one need not show up as a missing weight. If it is almost wholly valence-like or conduction-like, and its sites are filled much as in the host, moving its one-electron level with the parent edge is a reasonable estimate, though not for the depth of a shallow trap. This does not carry over to a total-energy (charge-transition) level of a compact state, because changing the charge changes the filling of its sites. If it has a large localized part, or its sites are filled differently from the host, calculate the correction for that state in the relevant charge state, and obtain $\delta_v$ separately. The numerical output below lists the values for all three defects.

## Values computed for the example and the checks

```
Inputs m, t, t_L, V_NN: 2.0, 0.7, 0.25, 0.5 eV
Inputs U_A, U_B, U_L: 1.4, 3.0, 4.0 eV
Trap site-energy change: 0.6 eV; host sites: 512
Cation occupation per spin n_A: 0.0919
Bond density-matrix element: 0.1109
Semilocal gap: 4.000 eV; corrected gap: 5.796 eV
delta_v: -1.224 eV; delta_c: 0.571 eV; G: 1.796 eV
Correction at valence-band bottom: -1.054 eV
Hole trap: semilocal level above VBM 0.286 eV
Hole trap: w_c 0.0010, w_c*G 0.002 eV, s 0.078 eV
Electron trap: semilocal level above VBM 3.714 eV
Electron trap: w_c 0.9990, w_c*G 1.794 eV, s 1.744 eV
Interstitial: semilocal level above VBM 2.093 eV
Interstitial weights w_v, w_c, w_L: 0.0423, 0.0159, 0.9418
delta_L filled, empty: -1.937, 1.831 eV
Estimated s filled, empty: -0.642, 2.906 eV
Diagonalized s filled, empty: -0.665, 2.944 eV
Path-averaged correction, filled: -1.8895 eV
Direct level change, filled: -1.8895 eV
Corrected filled level above VBM: 1.428 eV
Corrected empty level above VBM: 5.037 eV
Corrected empty level below CBM: 0.758 eV
Scissor s, orbital L moved with valence: 0.016 eV
Scissor s, orbital L moved with conduction: 1.748 eV
U_L 1.0 eV: s filled 0.710 eV, s empty 1.653 eV
U_L 2.5 eV: s filled 0.016 eV, s empty 2.308 eV
U_L 4.0 eV: s filled -0.665 eV, s empty 2.944 eV
Total-energy correction, absolute: -0.090 eV
Total-energy level shift from VBM: 1.135 eV
U_A and U_B exchanged: G 1.796 eV, delta_v -0.571 eV
Exchanged: total-energy shift from VBM 0.519 eV
Exchanged: s filled -1.248 eV
Cluster inputs: bath +/-4.0 eV, hopping 0.4 eV
Cluster removal: exact -1.901, one-shot -1.911 eV
Cluster addition: exact 1.901, one-shot 1.911 eV
Self-consistent G: 1.934 eV
Self-consistent s filled, empty: -0.614, 3.144 eV
216-site host: G 1.795 eV
216-site s filled, empty: -0.665, 2.944 eV
216-site s hole, electron trap: 0.081, 1.741 eV
Rough Huang-Rhys factor 10, phonon 50 meV
Neglected lattice relaxation: 0.50 eV
Rough permittivity 20, cubic cell edge 1.6 nm
Image-charge error, unit charge: 0.064 eV
Rough gap slope 0.3 meV/K, 300 to 400 K
Gap narrowing on heating: 0.030 eV
```
